# Unequal in-plane stresses in an equibiaxially strained cubic (110) film, part 2

A cubic crystal film with surface normal $[110]$ is stretched by the same small strain $\varepsilon$ in every in-plane direction. A thick substrate fixes this strain, and the top surface is free. The problem is how the two principal in-plane stresses differ, and what follows from the difference.

The cube axes are $x,y,z$. The film axes are

$$\mathbf t_1=\frac{(1,-1,0)}{\sqrt2},\qquad \mathbf t_2=(0,0,1),\qquad \mathbf n=\frac{(1,1,0)}{\sqrt2},$$

along $[1\bar10]$, $[001]$ and the normal. Subscripts 1, 2 and $n$ refer to them. Tension is positive, and shear strains are tensor components. The stiffnesses are $C_{11}$, $C_{12}$ and $C_{44}$, with

$$B=C_{11}+2C_{12},\qquad D=C_{11}-C_{12}-2C_{44},\qquad S=C_{11}+C_{12}+2C_{44}.$$

**Lemma 2.** For strains $\varepsilon_1$, $\varepsilon_2$ and $e$ along $\mathbf t_1$, $\mathbf t_2$ and $\mathbf n$, the stresses are

$$\sigma_1=\tfrac12(C_{11}+C_{12})(\varepsilon_1+e)+C_{12}\varepsilon_2-C_{44}(e-\varepsilon_1),$$

$$\sigma_2=C_{11}\varepsilon_2+C_{12}(\varepsilon_1+e),$$

$$\sigma_n=\tfrac12(C_{11}+C_{12})(\varepsilon_1+e)+C_{12}\varepsilon_2+C_{44}(e-\varepsilon_1).$$

The free surface requires $\boldsymbol\sigma\mathbf n=0$, so $\sigma_n=0$ fixes $e$.

**Theorem.** For $\varepsilon_1=\varepsilon_2=\varepsilon$ and linear response,

$$\sigma_1=\frac{4C_{44}B}{S}\varepsilon,\qquad \sigma_2=\frac{B(C_{11}-C_{12}+2C_{44})}{S}\varepsilon,\qquad \sigma_2-\sigma_1=\frac{BD}{S}\varepsilon.$$

**Example.** A germanium film 20 nm thick grows coherently on a relaxed cubic $(110)$ buffer, on a wafer 500 µm thick. The in-plane strain is $\varepsilon=0.20\,\%$. Rough typical room-temperature stiffnesses are

$$C_{11}=130,\qquad C_{12}=48,\qquad C_{44}=67\ \text{GPa},$$

so $B=226$, $D=-52$ and $S=312$ GPa. The anisotropy ratio is $A=2C_{44}/(C_{11}-C_{12})=1.63$. The results are $e=-0.090\,\%$, $\sigma_1=388$ MPa, $\sigma_2=313$ MPa and $\sigma_2-\sigma_1=-75$ MPa. The stress along $[1\bar10]$ is thus larger by 24 %.

### Proposition: the upright glide planes

Dislocations in germanium glide on $\{111\}$ planes, with Burgers vectors along $\langle110\rangle$. Two of the four planes, $(1\bar11)$ and $(1\bar1\bar1)$, contain the film normal and stand upright on the surface.

*The resolved shear stress on the upright planes is zero when the in-plane stresses are equal. Otherwise its largest value over the $\langle110\rangle$ directions is $|\sigma_2-\sigma_1|/\sqrt6$.*

*Proof.* The resolved shear stress on a plane with unit normal $\mathbf m$, in the direction of a unit vector $\mathbf b$ in that plane, is $\mathbf m\cdot\boldsymbol\sigma\mathbf b$. In the film axes $(\mathbf t_1,\mathbf t_2,\mathbf n)$ the stress is diagonal, with entries $\sigma_1,\sigma_2,0$. The normal of $(1\bar11)$ is

$$\mathbf m=\left(\sqrt{\tfrac23},\,\sqrt{\tfrac13},\,0\right).$$

The direction $[011]$ lies in this plane and has the film components $(-\tfrac12,\tfrac1{\sqrt2},\tfrac12)$. The resolved shear stress is

$$-\tfrac12\sqrt{\tfrac23}\,\sigma_1+\tfrac1{\sqrt2}\sqrt{\tfrac13}\,\sigma_2=\frac{\sigma_2-\sigma_1}{\sqrt6}.$$

The direction $[10\bar1]$ gives the same magnitude by reflection. The third direction, $[110]$, is the film normal, for which $\boldsymbol\sigma\mathbf n=0$. The other upright plane is the mirror image of the first. $\square$

In the example the largest shear stress on the upright planes is 31 MPa. It exists because the two in-plane stresses differ.

The other two planes, $(111)$ and $(11\bar1)$, are inclined and contain $[1\bar10]$. The normal of $(111)$ has the film components $(0,\sqrt{1/3},\sqrt{2/3})$, and the direction $[10\bar1]$ has the components $(\tfrac12,-\tfrac1{\sqrt2},\tfrac12)$. The resolved shear stress therefore has the magnitude $\sigma_2/\sqrt6=128$ MPa. It is set by the smaller of the two stresses, because the normal of the inclined plane has no component along $[1\bar10]$.

### Is the film thin enough to stay coherent?

The theorem assumes that no dislocation has relieved the misfit. Consider a dislocation that threads the film on an inclined plane. As it glides, it leaves a line at the interface. The angle between glide plane and surface has the sine $\sqrt{1/3}=0.577$, so the threading segment has the length $h/0.577$, where $h$ is the film thickness. For each unit length of interface line the stress does the work

$$W=\frac{\tau bh}{0.577},$$

where $\tau$ is the resolved shear stress and $b=0.57\ \text{nm}/\sqrt2=0.403$ nm is the length of the Burgers vector.

The new line costs energy. For an estimate, take a screw dislocation in an isotropic medium with shear modulus $\mu$. At distance $r$ its angular shear strain is $b/(2\pi r)$, since the displacement $b$ is spread over a circle of length $2\pi r$. The energy per unit length between the radii $b$ and $h$ is

$$U=\int_b^h\frac{\mu}{2}\left(\frac{b}{2\pi r}\right)^2 2\pi r\,dr=\frac{\mu b^2}{4\pi}\ln\frac hb .$$

A cubic crystal has two independent shears with modulus $(C_{11}-C_{12})/2$ and three with modulus $C_{44}$. Their weighted mean is $\mu=(82+3\times67)/5=56.6$ GPa. In units of GPa nm², which equal $10^{-9}$ J/m,

$$W=\frac{0.128\times0.403\times20}{0.577}=1.8,\qquad U=\frac{56.6\times0.403^2}{4\pi}\ln\frac{20}{0.403}=2.9 .$$

The ratio is 0.62, and in this estimate glide does not pay. Work and cost become equal at a thickness of 37 nm. The estimate leaves out the dislocation core, which adds to the cost. It also replaces the mixed dislocation by a screw and the free surface by a cut-off radius. The thickness of 37 nm is thus a guide and not a bound. Halving or doubling the ratio of the two cut-off radii moves it to 30 or 44 nm. The factor in front of the logarithm for the actual $60^\circ$ line in the anisotropic crystal, 0.84 instead of 0.73 GPa nm², moves it to 44 nm.

A dislocation may also split, and a single partial may cross the film and leave a stacking fault behind. Its Burgers vector has the length $0.57\ \text{nm}/\sqrt6=0.233$ nm. On $(111)$ the direction $[11\bar2]$ has the film components $(0,-\sqrt{2/3},\sqrt{1/3})$, so the resolved shear stress has the magnitude $\tfrac{\sqrt2}{3}\sigma_2=148$ MPa. Multiplied by the Burgers vector this is about 34 mJ/m², an upper bound that ignores the sense of slip. Only one sense along each $\langle112\rangle$ direction makes a stacking fault; the opposite sense would set atoms on top of one another. In a tensile film the 148 MPa acts in that forbidden sense. The partials that do make a fault, along $[1\bar21]$ and $[\bar211]$, feel $\sigma_2/\sqrt{18}=74$ MPa, and the work per unit area of fault is about 17 mJ/m². The full 34 mJ/m² would be available in a film compressed by the same strain. The fault energy of germanium is roughly 60 mJ/m², a value to be read as an order of size. With these numbers the fault costs more than the stress supplies. Both quantities are per unit area, so a thicker film at the same strain does not alter this comparison.

### Wafer bending does not show the stresses directly

Film stress can be inferred from the bending of a wafer. For unequal stresses the result depends on the elastic symmetry of the wafer.

Let the wafer have thickness $H$, and let $\zeta$ be the height above its middle plane, with the film on the side of positive $\zeta$. Collect the values along $[1\bar10]$ and $[001]$ in two-component vectors. The wafer strain is $\mathbf a+\boldsymbol\kappa\zeta$. With its faces free, the wafer has in-plane stresses that are linear in the in-plane strains, and they define a $2\times2$ stiffness matrix $Q$. To leading order in $h/H$, the film adds a force $\boldsymbol\sigma h$ per unit width at $\zeta=H/2$. Zero total force and zero total moment require

$$Q\mathbf aH+\boldsymbol\sigma h=0,\qquad Q\boldsymbol\kappa\frac{H^3}{12}+\boldsymbol\sigma h\,\frac H2=0,$$

because $\int\zeta^2d\zeta=H^3/12$ over the wafer. Hence

$$\boldsymbol\kappa=-\frac{6h}{H^2}\,Q^{-1}\boldsymbol\sigma .$$

The minus sign means that a tensile film shortens the side on which it lies.

Suppose first that the wafer, including the buffer, has the stiffness and orientation of the film. Then $\boldsymbol\sigma=Q(\varepsilon,\varepsilon)^T$. The matrix cancels, and both curvatures equal $-6h\varepsilon/H^2$. The bending is the same along both axes although the stresses differ by 24 %. The radius is

$$R=\frac{H^2}{6h\varepsilon}=\frac{(5\times10^{-4}\ \text m)^2}{6\times2\times10^{-8}\ \text m\times0.0020}\approx1.0\ \text{km}.$$

Now let the wafer be isotropic, with the same bulk modulus and with the mean shear modulus 56.6 GPa. With $\lambda=\tfrac13B-\tfrac23\mu=37.6$ GPa its stress is $\lambda$ times the sum of the normal strains plus $2\mu$ times the strain. Under tension along one axis the lateral stress vanishes, so $\lambda(1-2\nu)=2\mu\nu$. Poisson's ratio is therefore $\nu=\lambda/[2(\lambda+\mu)]=0.20$. The strain along axis 1 is proportional to $\sigma_1-\nu\sigma_2$, and the ratio of the curvatures is

$$\frac{\kappa_1}{\kappa_2}=\frac{\sigma_1-\nu\sigma_2}{\sigma_2-\nu\sigma_1}=\frac{388-63}{313-78}=1.38 .$$

This exceeds the stress ratio of 1.24, since the larger stress also reduces the strain along the other axis. Equal curvatures are thus no evidence of equal stresses, and unequal curvatures need the wafer's stiffness for their interpretation.

A thin film raises a further difficulty. The difference of the film forces is $75\ \text{MPa}\times20\ \text{nm}=1.5$ N/m. Surface stress is roughly 1 N/m, and any change of it during growth also bends the wafer. It does not alter the stress inside a flat film whose in-plane strain is fixed, but it can disturb a measurement of the difference by bending.

### Size of the neglected effects

The percentages below are changes of the stress difference relative to its linear value of $-75$ MPa. A positive percentage means a larger magnitude. One condition is changed at a time.

**Stiffness data.** The factor $D$ is the difference of 82 and 134 GPa, both larger than the result, so a relative error in either is magnified. Raising $C_{44}$ by 1 GPa, or 1.5 %, changes $D$ from $-52$ to $-54$ GPa and $S$ from 312 to 314 GPa. The stress difference grows by 3.2 %. The last digits of the example therefore belong to the rounded stiffnesses and not to germanium: the set 128.5, 48.3, 66.8 GPa gives $\sigma_1=388$, $\sigma_2=310$ and a difference of $-77.5$ MPa, and the set 126, 44, 67.7 GPa gives 380, 305 and $-75$ MPa.

**Temperature.** Let the film be used 100 K above room temperature. If all three stiffnesses fall by roughly $10^{-4}$ of their value per kelvin, the difference falls by about 1 %, since $BD/S$ scales with a common factor. If instead the film expands more than the wafer by roughly $10^{-6}$ per kelvin, the misfit falls from 0.20 % to 0.19 %, which lowers the difference by about 5 %. An expansion mismatch of the opposite sign would raise it by the same amount. The effect scales with the gap, which depends on the wafer: for germanium on silicon the gap is roughly $3.3\times10^{-6}$ per kelvin, and the same 100 K lower the difference by about 16 %.

**Nonlinear elasticity.** Let $\lambda_i$ be the ratio of strained to unstrained length along film axis $i$. The finite strain has the principal values $(\lambda_i^2-1)/2$. Call its components in the cube axes $\eta_1,\eta_2,\eta_3$, and its doubled shears $\eta_4=2\eta_{yz}$, $\eta_5=2\eta_{xz}$ and $\eta_6=2\eta_{xy}$. In the present geometry $\eta_1=\eta_2$ and $\eta_4=\eta_5=0$. The cubic terms in the energy density then reduce to

$$w_3=\frac{C_{111}}6(2\eta_1^3+\eta_3^3)+C_{112}(\eta_1^3+\eta_1^2\eta_3+\eta_1\eta_3^2)+C_{123}\eta_1^2\eta_3+\frac{C_{144}}2\eta_3\eta_6^2+C_{155}\eta_1\eta_6^2 .$$

They are added to the usual quadratic energy to give $w$ per unstrained volume. The force on a face, per unstrained area, is $\partial w/\partial\lambda_i$. The strained area is larger by the factor $\lambda_1\lambda_2\lambda_n/\lambda_i$, so the true stress is

$$\sigma_i=\frac{\lambda_i}{\lambda_1\lambda_2\lambda_n}\frac{\partial w}{\partial\lambda_i}.$$

The free surface fixes $\lambda_n$ through $\partial w/\partial\lambda_n=0$. Rough values for germanium are $C_{111}=-710$, $C_{112}=-390$, $C_{123}=-20$, $C_{144}=-20$ and $C_{155}=-290$ GPa. A numerical solution at 0.20 % strain lowers the difference by about 2 %. As a test of the linear theorem, the cubic terms were set to zero and the strain to $10^{-5}$; the energy calculation then reproduced the linear difference to within one part in a thousand.

**Miscut.** Tilting the surface normal by 1° toward $[001]$ lowers the difference by 0.1 %. Tilts of opposite sign are related by the reflection $z\to-z$, so the change is even in the angle and starts at second order.

**Elastic deformation of the wafer.** The wafer strain at the film is $\mathbf a+\boldsymbol\kappa H/2$. For a wafer as stiff as the film this equals $-\varepsilon h/H-3\varepsilon h/H=-4\varepsilon h/H$ along both axes. The film loses $4\times20\ \text{nm}/500\ \text{µm}=0.016\,\%$ of its strain, which is negligible.

### Films that have begun to relax

The model's strain of 0.20 % is modest, and its thickness of 20 nm was chosen to lie below the estimated limit for glide. In a film well above that limit, dislocations can relieve part of the misfit. The assumption they break is that of equal in-plane strains.

The inclined glide planes meet the surface along $[1\bar10]$. Interface lines in that direction relieve the strain perpendicular to them, along $[001]$. Slip on the upright planes leaves the area of the film unchanged, so it can relieve the strain along $[1\bar10]$ only by adding to the strain along $[001]$. The shear stress that drives it is also smaller by a factor of four in the example. This suggests that relaxation begins along $[001]$; the argument concerns driving forces and says nothing about how many dislocations are present.

The effect on the stress difference follows from Lemma 2. Subtracting its first expression from its second gives

$$\sigma_2-\sigma_1=(C_{11}-C_{12})\varepsilon_2-\tfrac12(C_{11}-C_{12})(\varepsilon_1+e)+C_{44}(e-\varepsilon_1).$$

The coefficient of $e$ is $-\tfrac12D$. The condition $\sigma_n=0$ shows that $e$ changes by $-2C_{12}/S$ per unit change of $\varepsilon_2$ at fixed $\varepsilon_1$. Therefore

$$\frac{\partial(\sigma_2-\sigma_1)}{\partial\varepsilon_2}=C_{11}-C_{12}+\frac{C_{12}D}{S}=82-\frac{48\times52}{312}=74\ \text{GPa}.$$

If a tenth of the strain along $[001]$ is lost, $\varepsilon_2$ falls by 0.0002 and the difference changes by $-15$ MPa, from $-75$ to $-90$ MPa. This is a change of 20 %, larger than the elastic corrections above, although the thermal mismatch on a silicon wafer is of comparable size. For a film that has begun to relax, the two in-plane strains must therefore be known separately, and Lemma 2 replaces the theorem, provided that mirror-related Burgers vectors are equally numerous. A single slip system such as $[10\bar1]$ on $(111)$ also leaves an in-plane shear strain, 0.35 times the strain it relieves along $[001]$. With a tenth of the strain relieved in this way, the shear stress is 9.5 MPa and the principal axes turn by about $6^\circ$, a case that Lemma 2 does not cover. A $(110)$ buffer that is only partly relaxed can likewise impose unequal in-plane strains on the film. The numerical output below lists the inputs and the main results.

## Computed values

```
INPUTS (rough typical germanium values)
C11, C12, C44 = 130, 48, 67 GPa
in-plane strain = 0.20 %
film thickness = 20 nm; wafer = 500 um
lattice parameter = 0.57 nm
RESULTS
anisotropy ratio A = 1.634
C11+2C12 = 226 GPa
C11-C12-2C44 = -52 GPa
C11-C12+2C44 = 216 GPa
S = C11+C12+2C44 = 312 GPa
normal strain = -0.0897 %
stress along [1-10] = 388.3 MPa
stress along [001] = 312.9 MPa
s_001 - s_110 = -75.3 MPa
ratio s_110/s_001 = 1.241
difference with normal strain clamped = -52.0 MPa
(001) film, both stresses = 285.1 MPa
(111) film, both stresses = 367.8 MPa
largest shear on upright planes = 30.8 MPa
largest shear on any {111}<110> = 127.8 MPa
NEGLECTED EFFECTS: change of the stress difference
rough third-order constants C111,C112,C123,C144,C155,C456:
  -710, -390, -20, -20, -290, -50 GPa
nonlinear elasticity: -1.90 %
1 degree miscut toward [001]: -0.095 %
temperature rise = 100 K
rough softening = 1e-04 per K: -1.0 %
rough expansion gap = 1e-06 per K: -5.0 %
C44 larger by 1 GPa: +3.2 %
film strain lost to wafer and bending = 0.0160 %
BENDING AND SURFACE
bending radius, wafer as stiff as film = 1042 m
curvature ratio [1-10]/[001], same stiffness = 1.000
curvature ratio, isotropic wafer = 1.384
film force difference = 1.51 N/m
rough surface stress = 1 N/m
PLASTIC RELAXATION
Burgers vector length = 0.403 nm
average shear modulus = 56.6 GPa
glide work / line energy at film thickness = 0.62
cautious critical thickness = 37 nm
largest partial-dislocation work = 34 mJ/m2
rough stacking-fault energy = 60 mJ/m2
```
